# How brightness limits the current in a focused electron spot

An electron-beam writer at 100 kV, with a Schottky emitter of roughly typical brightness, can put at most 8.5 nA through a disc 5 nm across when the beam converges with a half-angle of 5 mrad. At a resist dose of 1000 μC/cm², exposing a full square centimetre with this current takes nearly 33 hours, even without pauses. Demagnifying the source more strongly does not help at this spot size and angle. The reason is a conservation law, which limits the current according to

\[
I\le \frac{\pi^2}{4}\,B\,d^2\alpha^2 .
\]

Here \(d\) is the diameter of a disc in the target plane, \(\alpha\) is the half-angle of the cone within which electrons are counted, and \(B\) is the greatest brightness at the target.

## Brightness and its voltage

Brightness is current per unit area normal to the ray and per unit solid angle. Through a surface element \(dA\) whose normal makes an angle \(\theta\) with the ray, the current is

\[
dI=B\cos\theta\,dA\,d\Omega .
\]

The factor \(\cos\theta\) converts \(dA\) to the area seen by the ray.

Let \(e>0\) be the magnitude of the electron charge, \(m\) the electron mass, \(p\) the kinetic momentum, and \(eV\) the local kinetic energy. Relativity gives

\[
p^2c^2=(mc^2+eV)^2-(mc^2)^2=2mc^2eV+e^2V^2 ,
\]

and division by \(c^2\) gives

\[
p^2=2meV^*,\qquad V^*=V\left(1+\frac{eV}{2mc^2}\right).
\]

Both derivations assume static fields, independent electrons, no scattering or energy loss, and an energy spread small beside the beam energy. The last condition fails at the emitting surface itself, so source brightness is specified after the first acceleration.

## First derivation: phase space

**Conserved area.** Let \(z\) run along the column, and let every ray move towards larger \(z\). In static fields the Hamiltonian \(H(x,y,z,P_x,P_y,P_z)\) keeps a constant value \(E\), where \(P_i\) are canonical momenta. The equation \(H=E\) therefore determines \(P_z\) as a function of \(x,y,P_x,P_y,z\). Differentiating it with respect to \(P_x\), and then \(x\), gives

\[
\frac{\partial H}{\partial P_x}+\frac{\partial H}{\partial P_z}\frac{\partial P_z}{\partial P_x}=0,
\qquad
\frac{\partial H}{\partial x}+\frac{\partial H}{\partial P_z}\frac{\partial P_z}{\partial x}=0 .
\]

Hamilton's equations are \(\dot x=\partial H/\partial P_x\), \(\dot P_x=-\partial H/\partial x\) and \(\dot z=\partial H/\partial P_z\). Dividing the first two by the third gives

\[
\frac{dx}{dz}=-\frac{\partial P_z}{\partial P_x},\qquad
\frac{dP_x}{dz}=\frac{\partial P_z}{\partial x},
\]

and likewise for \(y\). The divergence of this flow in the four variables \((x,y,P_x,P_y)\) is

\[
-\frac{\partial^2P_z}{\partial x\,\partial P_x}
+\frac{\partial^2P_z}{\partial P_x\,\partial x}
-\frac{\partial^2P_z}{\partial y\,\partial P_y}
+\frac{\partial^2P_z}{\partial P_y\,\partial y}=0 .
\]

A flow without divergence preserves volume, so \(dx\,dy\,dP_x\,dP_y\) is the same at every plane.

**From momenta to angles.** For an electron \(\mathbf P=\mathbf p-e\mathbf A\), with \(\mathbf A\) the vector potential. At a given point, \(\mathbf A\) merely shifts the momenta, so \(dP_x\,dP_y=dp_x\,dp_y\), even inside a magnetic lens. At fixed energy \(p\) is also fixed at that point. With \(p_x=p\sin\theta\cos\varphi\) and \(p_y=p\sin\theta\sin\varphi\), the Jacobian is

\[
dp_x\,dp_y=p^2\sin\theta\cos\theta\,d\theta\,d\varphi
=p^2\cos\theta\,d\Omega .
\]

Hence \(p^2\cos\theta\,dA\,d\Omega\) is conserved along a bundle of rays.

**Conserved brightness.** Consider electrons with total energy between \(E\) and \(E+dE\), and write their current as \(dI=b\cos\theta\,dA\,d\Omega\,dE\). The same electrons cross both planes, so \(dI\) and \(dE\) are unchanged, and \(b/p^2\) must be conserved.

This ratio is the phase-space density \(f\) multiplied by \(e\). Directly, \(dI=e f v\cos\theta\,dA\,p^2dp\,d\Omega\). Differentiating \(E_k^2=p^2c^2+m^2c^4\), where \(E_k\) includes the rest energy, gives \(dE_k=(pc^2/E_k)dp=v\,dp\). At a fixed point \(dE_k=dE\), so \(b=efp^2\). For a narrow spread \(p^2\) can be taken outside the energy integral:

\[
B=e\int f p^2\,dE\simeq p^2e\int f\,dE .
\]

Thus \(B/p^2\), or equally the reduced brightness

\[
B_r=\frac{B}{V^*},
\]

is conserved when the energies in the beam follow nearly the same ray. If chromatic effects separate them, the bound still holds with the greatest source value of \(B_r\), provided the energy spectrum has the same shape at every point of the source and in every direction of emission. Acceleration raises \(B\) itself; an aperture can set \(f\) to zero on some rays but cannot raise it on others.

This law was tested on a ray that starts at 13.5° to the axis, in units with \(m=c=e=1\). The potential was \(0.15z+0.03[z^2-(x^2+y^2)/2]+0.02(x^3-3xy^2)\), and the magnetic field was \((-0.1x,-0.1y,0.3+0.2z)\). The ray started at \((0.10,-0.07,0)\) with transverse direction cosines \((0.20,0.12)\), and ran to \(z=1\); its total energy, including rest energy, was 1.02. Since \(\cos\theta\,d\Omega\) is the product of the direction-cosine differentials, the Jacobian for positions and cosines should be \((p_{\rm in}/p_{\rm out})^2\). Neighbouring trajectories gave 0.090891, and the squared momentum ratio gave the same figure.

**The current.** Count electrons crossing the disc within a cone about the \(z\) axis. Replacing the local brightness by its greatest value \(B\) can only enlarge the integral:

\[
I\le B\,\frac{\pi d^2}{4}
\int_0^{2\pi}d\varphi\int_0^\alpha\cos\theta\sin\theta\,d\theta .
\]

The angular integral is \(2\pi(\sin^2\alpha)/2=\pi\sin^2\alpha\). Since \(\sin\alpha\le\alpha\),

\[
I\le\frac{\pi^2}{4}Bd^2\sin^2\alpha
\le\frac{\pi^2}{4}Bd^2\alpha^2 .
\]

The first relation is an equality if disc and cone are uniformly filled. For small angles \(\sin^2\alpha\simeq\alpha^2(1-\alpha^2/3)\). At 5 mrad the last expression exceeds the one with the sine by a relative \(8.3\times10^{-6}\), which is immaterial here.

## Second derivation: the image of a source

The same law follows from ray optics, without phase-space volume. Take a column with rotational symmetry and keep terms of first order in distance from the axis and in slope. A prime denotes \(d/dz\).

**Transverse motion.** Let \(e\Phi(z)\) be the kinetic energy on the axis. Laplace's equation requires the potential near the axis to be \(\Phi-(x^2+y^2)\Phi''/4\). The electric force on the electron is \(e\) times its gradient, so \(F_x=-e\Phi''x/2\). If \(b(z)\) now denotes the axial magnetic field, zero divergence requires the transverse components \(-xb'/2\) and \(-yb'/2\).

To first order \(p_x=px'\) and \(p_y=py'\), with \(p(z)\) the axial momentum. Dividing the forces by the axial speed \(v\), and using \(-e\,\mathbf v\times\mathbf B\) for the magnetic part, gives

\[
(px')'=-qx-e\left(by'+\tfrac12b'y\right),
\]
\[
(py')'=-qy+e\left(bx'+\tfrac12b'x\right),
\qquad q=\frac{e\Phi''}{2v}.
\]

With \(w=x+iy\), these equations combine into

\[
(pw')'=-qw+ie\left(bw'+\tfrac12b'w\right).
\]

The magnetic field rotates the rays. To remove the rotation, set \(w=ue^{i\chi}\) with \(\chi'=eb/(2p)\). Then \(pw'=(pu'+iebu/2)e^{i\chi}\), and after division by \(e^{i\chi}\) the left side becomes

\[
(pu')'+ieb u'+\tfrac{i}{2}eb'u-\frac{e^2b^2}{4p}u .
\]

The right side becomes

\[
-qu+iebu'-\frac{e^2b^2}{2p}u+\tfrac{i}{2}eb'u .
\]

The imaginary coefficients cancel, leaving

\[
(pu')'=-Qu,\qquad Q=q+\frac{e^2b^2}{4p}.
\]

**The optical invariant.** Let \(g\) and \(k\) be two real solutions. Multiply the equation for \(g\) by \(k\), that for \(k\) by \(g\), and subtract:

\[
\frac{d}{dz}\left[p(g'k-gk')\right]
=k(pg')'-g(pk')'=-Qgk+Qgk=0 .
\]

Choose \(g\) to leave the centre of the source with slope \(\alpha_0\), and \(k\) to leave its edge at height \(d_0/2\). The source may be virtual, defined by extending the rays straight back from a field-free region. At the source \(g=0\), so the conserved quantity is \(p_0\alpha_0d_0/2\). At the image \(g\) is again zero, its slope has magnitude \(\alpha\), and \(k\) has magnitude \(d/2\). Therefore

\[
p_0d_0\alpha_0=pd\alpha .
\]

The image is formed point by point because any solution is a combination of \(k\) and \(g\), and \(g\) contributes nothing to position there. The contribution of \(k\) to the slope tilts the cone from an off-axis point, but does not change its solid angle to leading order. The same is true of the local magnetic rotation.

**The current.** Let a uniform source of brightness \(B_0\) send current into small cones of half-angle \(\alpha_0\). If all this current reaches the image,

\[
I=B_0\frac{\pi d_0^2}{4}\pi\alpha_0^2
=\frac{\pi^2}{4}B_0(d_0\alpha_0)^2 .
\]

Substituting \(d_0\alpha_0=(p/p_0)d\alpha\), and then \(p^2/p_0^2=V^*/V_0^*\), gives

\[
I=\frac{\pi^2}{4}B_0\frac{V^*}{V_0^*}d^2\alpha^2
=\frac{\pi^2}{4}B_rV^*d^2\alpha^2 .
\]

Since \(B=B_rV^*\), this is the previous result at full filling. It also shows the trade made by a lens: halving the image diameter at fixed landing energy doubles the convergence angle. If an aperture restores the old angle, it passes one quarter of the current.

## What the two arguments assume

The phase-space argument needs neither an image nor rotational symmetry. It allows large angles and aberrated rays, and yields an upper bound for any static column that satisfies the common assumptions and in which every ray advances along \(z\). It does not say how to fill the permitted area and cone.

The image argument assumes rotational symmetry, small angles and a source focused on the target. In return it gives an equality and the connection between magnification and angle. Taken alone, it does not exclude a larger current from some other arrangement of fields; the first argument does.

Both use the independence of electrons. A smooth static space-charge field can be included in the fields of the first derivation, but random forces between individual electrons cannot. Time-dependent fields also lie outside the proof, because total energy is then not fixed.

The difference between a bound and an equality appeared in a count of one million rays. A uniform source of radius 0.01 emitted direction cosines up to 0.05. A non-relativistic accelerating gap of length 10, with a uniform field and no focusing at its edges, raised the kinetic energy 25-fold; a drift of 10 and a thin lens of focal length 10 followed, all lengths being in the same arbitrary unit. For a target disc of diameter 0.0084 and a half-angle of 0.012, both inside the filled region, the counted current was 0.9994 of the formula. With the diameter enlarged to 0.024 it was 0.2497. The paraxial image diameter is 0.012, so the larger disc has four times the image area and should be one quarter filled.

## The meaning of spot diameter

A real spot has no sharp edge. Suppose the cone is uniformly filled, but brightness across the image is Gaussian, with peak \(B\) and full width at half maximum \(d\):

\[
B(r)=B\exp\left(-\frac{4\ln2\,r^2}{d^2}\right).
\]

For small \(\alpha\) the total current is

\[
I_{\rm tot}=\pi\alpha^2B\int_0^\infty
2\pi r\,e^{-4\ln2\,r^2/d^2}dr
=\frac{1}{\ln2}\,\frac{\pi^2}{4}Bd^2\alpha^2 .
\]

This is 1.443 times the formula, yet the bound is intact. The fraction inside \(r=d/2\) is \(1-e^{-\ln2}=1/2\), so the current through the disc is 0.721 times the limit. A current quoted for the whole beam must not be compared with a limit for the disc alone.

## The 100 kV writer

Take \(B_r=5\times10^7\) A/(m² sr V), \(d=5\) nm and \(\alpha=5\) mrad. At 100 kV, \(V^*=109.78\) kV, and the target brightness is

\[
B=(5\times10^7)(1.0978\times10^5)
=5.49\times10^{12}\ {\rm A/(m^2\,sr)},
\]

or \(5.49\times10^8\) A/(cm² sr). The limit is

\[
I=\frac{\pi^2}{4}(5.49\times10^{12})
(5\times10^{-9})^2(5\times10^{-3})^2
=8.47\times10^{-9}\ {\rm A}.
\]

A dose of 1000 μC/cm² is 10 C/m². A square of side 5 nm then needs \(2.5\times10^{-16}\) C, hence a dwell time of 29.5 ns. One square centimetre needs \(10^{-3}\) C, hence 32.8 h, without stage motion or settling. This time holds for a uniformly filled disc. Resist is exposed by the whole beam, so a Gaussian spot of 5 nm full width at half maximum, which carries 1.443 times the current, or 12.2 nA, would need 22.7 h. The small square receives 1560 electrons on average. If arrivals are independent, their relative fluctuation is \(1/\sqrt{1560}=2.5\%\).

## A second limit: spherical aberration

From here on \(d\) is the diameter of the geometric image of the source, as in the second derivation. A lens with spherical coefficient \(C_s\) adds blur. A ray of angle \(a\) misses the axis by \(C_sa^3\) in the paraxial focal plane. In a plane moved by \(s\) towards the lens, its height is \(C_sa^3-sa\), apart from an overall sign.

Write \(s=\kappa C_s\alpha^2\). The edge ray has height \((1-\kappa)C_s\alpha^3\). The interior extremum, at \(a^2=s/(3C_s)\), has magnitude \(2\kappa^{3/2}C_s\alpha^3/(3\sqrt3)\). As \(\kappa\) rises from zero to one, the first falls and the second grows, so the smallest disc occurs where they agree. This is at \(\kappa=3/4\), where both are \(C_s\alpha^3/4\); beyond \(\kappa=1\) the interior extremum is larger still. The least diameter is therefore \(C_s\alpha^3/2\).

Now hold fixed a nominal spot diameter \(D\), found by adding diameters in quadrature. This is a rough rule: the outer edge of the spot has a diameter equal to the plain sum of the two, so some current falls outside a disc of diameter \(D\), about 12% of it at the best angle found below. The rule leaves \(d^2=D^2-C_s^2\alpha^6/4\) for the source image:

\[
I(\alpha)=\frac{\pi^2}{4}B\left(D^2\alpha^2-\frac{C_s^2\alpha^8}{4}\right).
\]

Setting the derivative to zero gives \(2D^2\alpha-2C_s^2\alpha^7=0\), so

\[
\alpha_{\rm best}=\left(\frac{D}{C_s}\right)^{1/3}.
\]

There the blur takes one quarter of \(D^2\), and

\[
I_{\rm best}=\frac34\,\frac{\pi^2}{4}BD^2\alpha_{\rm best}^2
=\frac{3\pi^2}{16}B\,D^{8/3}C_s^{-2/3}.
\]

For \(D=5\) nm and \(C_s=40\) mm, the best angle is 5.0 mrad and the current is 6.35 nA. Within this model, at fixed \(B\) and \(C_s\), halving the spot costs a factor \(2^{8/3}\simeq6.3\) in current, because the best angle shrinks as well.

## What the ideal limit leaves out

At 5 mrad the spherical blur is 2.5 nm. Let the chromatic coefficient \(C_c=40\) mm be the focal shift per relative change of \(V^*\). A full energy spread of 0.8 eV then gives a diameter \(C_c\alpha\,\Delta V^*/V^*=1.7\) nm at the mean focus. The electron wavelength \(h/p\) is 3.70 pm, and the diffraction width, taken by convention as \(0.61\lambda/\alpha\) (the radius of the first dark ring), is 0.45 nm. With a 5 nm source image, the quadrature sum is 5.9 nm. If this nominal total must stay at 5 nm, the best angle with all three blurs is 4.8 mrad and the current is 5.3 nA. Taking the diameter of the dark ring, \(1.22\lambda/\alpha\), instead of its radius lowers this to 5.1 nA.

Random Coulomb deflection was estimated to first order over the last 40 mm, at the limiting current. The mean axial spacing of electrons is 3.1 mm, while the beam radius at the lens is only 0.2 mm. Sampling 20,000 electrons, each with 40 neighbours, gave a median blur diameter of \(6\times10^{-4}\) nm, but one electron in a hundred was displaced by more than about 0.75 nm. The median alone therefore does not describe the blur. The upper column is not included, so these figures do not bound the total Coulomb blur.

The Pauli principle is far from limiting the source. At most two electrons occupy a phase-space volume \(h^3\), so \(f\le2/h^3\) and \(B\le2ep^2\Delta E/h^3\) for a rectangular spectrum of width \(\Delta E\). The example reaches \(1.2\times10^{-6}\) of this ceiling.

These parameters are rough values for a direct-write column with a Schottky emitter, not those of a particular machine. The dose is of the order used for slow resists at this voltage. Real lenses break the assumption of a purely geometric spot. By the quadrature rule, this lowers the beam current from 8.5 to 5.3 nA when the nominal total diameter is held at 5 nm and the angle is readjusted. That figure depends strongly on how the spot is defined. If the blurred spot must hold half its current within the same diameter as the ideal 5 nm disc, sampled rays give about 7.6 nA; if it must hold 90%, about 4 nA. Blur hardly lowers the current through the disc itself when the source image is larger than the disc: an 8 nm image at 5 mrad still sends about 8.3 nA through it, with the rest falling outside. Scattering in the resist broadens the written feature further and has not been sized. The numerical output lists the remaining digits.

## Computed values

```
TESTS
ray Jacobian, traced              0.090891
ray Jacobian, (p_in/p_out)^2      0.090891
counted current / limit, filled   0.9994
counted current / limit, unfilled 0.2497
Gaussian total current / formula  1.4427
Gaussian current inside d/formula 0.7213
INPUTS (rough typical values)
accelerating voltage              100 kV
reduced brightness                5.0e+07 A/(m^2 sr V)
geometric spot diameter           5.0 nm
convergence half-angle            5.0 mrad
spherical coefficient Cs          40 mm
chromatic coefficient Cc          40 mm
full energy spread                0.8 eV
lens-to-target distance           40 mm
resist dose                       1000 uC/cm^2
CURRENT LIMIT
relativistic voltage Vstar        109.78 kV
brightness at target              5.489e+08 A/(cm^2 sr)
brightness at target              5.489e+12 A/(m^2 sr)
current limit                     8.465 nA
current limit                     8.465e-09 A
relative excess of alpha^2 form   8.33e-06
dwell time per d x d square       29.53 ns
least time for 1 cm^2, all filled 32.8 h
NEGLECTED EFFECTS
electron wavelength               3.701 pm
spherical blur diameter           2.500 nm
chromatic blur diameter           1.743 nm
diffraction blur (0.61 lambda/a)  0.451 nm
total spot, quadrature sum        5.873 nm
best angle, total = d, Cs only    5.000 mrad
best current, total = d, Cs only  6.349 nA
best angle, total = d, all blurs  4.794 mrad
best current, total=d, all blurs  5.333 nA
mean axial electron spacing       3.111 mm
Coulomb blur, median diameter     6.4e-04 nm
Coulomb shift, 99th percentile    7.5e-01 nm
phase-space occupation / Pauli    1.2e-06
electrons per d x d square        1560
relative shot noise of that dose  2.53 %
```
